The effective magnetic moment of NO at room temperature

**Problem**

The ground term of NO is a regular ²Π term. Spin-orbit coupling splits it into ²Π₁/₂ (lower) and ²Π₃/₂ (upper), separated by Δ = 120 cm⁻¹. For a gas in a weak magnetic field B, let χ be the mean moment per molecule along the field divided by B, in the limit B → 0. The effective moment is defined by

χ = μ_eff²/(3kT).

Find μ_eff as a function of temperature, and its value at 300 K.

Angular momenta are in units of ħ, energies in cm⁻¹ and moments in Bohr magnetons μ_B. The spin factor is g = 2. The projections of the electronic orbital and spin angular momenta on the molecular axis are Λ = ±1 and Σ = ±1/2, and Ω = Λ + Σ. The abbreviations are

β = 1/(kT), x = Δ/(kT).

**A tempting solution, which is wrong**

Along the axis the electrons carry a moment of magnitude |Λ + 2Σ| μ_B. In ²Π₁/₂ the spin projection is opposite to the orbital one, and the moment is |1 − 1| = 0. In ²Π₃/₂ they are parallel, and the moment is 1 + 1 = 2.

A dipole m fixed to a freely turning axis has the energy −mB cos θ. To first order in B its Boltzmann weight is 1 + βmB cos θ. Since cos θ averages to zero over directions and cos²θ to 1/3, the mean moment along the field is βm²B/3. Hence χ = ⟨m²⟩/(3kT), and μ_eff² = ⟨m²⟩.

Both components are doubly degenerate, so their populations are 1/(1 + e^(−x)) and e^(−x)/(1 + e^(−x)). With m² = 0 and m² = 4μ_B² this gives

μ_eff² = 4μ_B² e^(−x)/(1 + e^(−x)) (wrong).

At 300 K the result would be 1.20 μ_B.

**Where the fault lies**

A limiting case exposes the error. If kT is much larger than Δ, the spin-orbit coupling has no thermal effect, and the spin responds as if it were free. The moment along the field, apart from its overall sign, is then Λ cos θ + 2S_z in units of μ_B, with no correlation between the two terms. Its mean square is

⟨Λ² cos²θ⟩ + 4⟨S_z²⟩ = 1/3 + 4·(1/4) = 4/3.

Three times this is μ_eff² = 4μ_B². The tempting formula gives 2μ_B² for x → 0, which is half the required value.

The missing half comes from the spin components perpendicular to the axis. The solution above treated the moment as an arrow along the axis whose length is the expectation value of Λ + 2Σ. The spin moment also has transverse components. Their expectation values vanish in the states of definite Σ, but their matrix elements between Σ = +1/2 and Σ = −1/2 do not. At fixed Λ these two states belong to different components of the doublet. A transverse field therefore mixes ²Π₁/₂ with ²Π₃/₂ and induces a moment. This effect is never negligible beside the axial moment. The result below shows that its contribution to μ_eff² is (e^x − 1)/x times the axial one, which is at least as large at every temperature.

**The right solution**

*1. The Hamiltonian for a given axis direction*

Let **n** be the unit vector along the molecular axis. We keep the four states Λ = ±1, Σ = ±1/2. Within them the perpendicular components of **L** have no matrix elements, because they change Λ by one unit, which leads from Λ = ±1 to other electronic terms. Thus **L** may be replaced by Λ**n**. The spin-orbit energy becomes AΛ **n**·**S**, with eigenvalues AΛΣ.

For Ω = ±3/2 the product ΛΣ is +1/2; for Ω = ±1/2 it is −1/2. The splitting for a fixed axis is therefore A, and since ²Π₁/₂ is lower, A = +Δ. Throughout, Δ means this spin-orbit constant. In the rotating molecule, levels of the same J in the two components lie about A − 2B_r apart, where B_r is the rotational constant.

The electron's moment is −μ_B(**L** + 2**S**), so its energy in the field is +μ_B **B**·(**L** + 2**S**). Together,

H(**n**) = ΔΛ **n**·**S** + μ_B **B**·(Λ**n** + 2**S**).

This leaves out diamagnetism, the small moment due to the rotation of the nuclei, and the coupling of the perpendicular part of **L** to distant electronic terms.

*2. Why the axis may be held fixed*

Let B_r be the rotational constant, and refer the spin to axes fixed in space. The rotational kinetic energy then contains Λ but not the spin. It is B_r times the square of the part of **N** perpendicular to **n**, where **N** is the total angular momentum without spin and **N**·**n** = Λ. Let θ, φ be the polar angles of **n** about the field direction z, with unit vectors **e**_θ and **e**_φ perpendicular to **n**. The conjugate momenta are p_θ = **N**·**e**_φ and p_φ = N_z. The unit vector along z is cos θ **n** − sin θ **e**_θ, so p_φ = Λ cos θ − sin θ **N**·**e**_θ. Adding the squares of the two perpendicular components gives

T_rot = B_r [p_θ² + (p_φ − Λ cos θ)²/sin²θ].

We treat the rotation classically, which means taking the leading order for small B_r. The kinetic energy and H(**n**) may then be treated as commuting, and the Boltzmann factor splits into a product. In the momentum integral the shift Λ cos θ is removed by a change of variable. The two remaining Gaussian integrals give

√(π/(βB_r)) · √(π sin²θ/(βB_r)) = π sin θ/(βB_r).

This does not depend on the field or on the electronic state. The factor sin θ is the weight of a uniform distribution of directions. Up to a constant factor, the partition function is therefore

Z(B) = average over directions of Tr exp[−βH(**n**)].

*3. Energy levels in the field*

The trace does not depend on the axes used for the spin, so for each **n** we now choose them to suit the molecule. Let ζ lie along **n**, and let ξ be perpendicular to it in the plane of **n** and **B**. Write b = μ_B B, c = cos θ and s = sin θ, where θ is the angle between **n** and **B**. The field has components Bc along ζ and Bs along ξ, so

H = ΔΛS_ζ + bc(Λ + 2S_ζ) + 2bs S_ξ.

No term changes Λ. For each Λ there is a 2 × 2 matrix in the states Σ = ±1/2. Its diagonal elements are bcΛ ± (ΔΛ + 2bc)/2. The off-diagonal element is bs, because S_ξ has matrix element 1/2. The eigenvalues are

E_± = bcΛ ± ½√[(ΔΛ + 2bc)² + 4b²s²].

With Λ² = 1 and c² + s² = 1, the expression under the root becomes

Δ² + 4ΔΛbc + 4b²c² + 4b²s² = Δ² + 4ΔΛbc + 4b².

For b much smaller than Δ we use √(1 + u) = 1 + u/2 − u²/8 + …, with u = 4Λbc/Δ + 4b²/Δ². To second order in b, u² = 16b²c²/Δ². Hence

√[…] = Δ [1 + 2Λbc/Δ + 2b²/Δ² − 2b²c²/Δ²]

= Δ + 2Λbc + 2b²s²/Δ.

Half of this is subtracted from bcΛ for the lower level and added to it for the upper one:

E_− = −Δ/2 − b²s²/Δ,

E_+ = +Δ/2 + 2Λbc + b²s²/Δ.

In ²Π₁/₂ the linear terms cancel, as the zero axial moment requires. In ²Π₃/₂ the linear term corresponds to an axial moment of 2μ_B. The quadratic terms are what the tempting solution lacked. Through them the lower component acquires the induced moment −∂E_−/∂B = 2μ_B²Bs²/Δ along the field. The upper component acquires the opposite one.

*4. The partition function*

We also take b ≪ kT and expand the Boltzmann factors to order b². For the lower level,

exp(−βE_−) = e^(x/2) [1 + βb²s²/Δ].

For the upper level the square of the linear term contributes ½(2βΛbc)² = 2β²b²c², so

exp(−βE_+) = e^(−x/2) [1 − 2βΛbc − βb²s²/Δ + 2β²b²c²].

The sum over Λ = ±1 removes the linear term and doubles the rest. Averaging over directions replaces c² by 1/3 and s² by 2/3. With the factor 2e^(x/2) taken out,

Z = 2e^(x/2) {1 + e^(−x) + (2/3)(βb²/Δ)(1 − e^(−x)) + (2/3)β²b² e^(−x)}.

Since Δ = x/β, we have βb²/Δ = β²b²/x. Using ln(1 + v) ≈ v for the small field-dependent part,

ln Z = constant + (2/3)β²b² · [(1 − e^(−x))/x + e^(−x)]/(1 + e^(−x)).

*5. The effective moment*

The free energy is F = −kT ln Z, and the mean moment along the field is −∂F/∂B = kT ∂(ln Z)/∂B. With b² = μ_B²B², differentiation gives a factor 2μ_B²B. Dividing by B,

χ = (4μ_B²/(3kT)) · [(1 − e^(−x))/x + e^(−x)]/(1 + e^(−x)).

Comparison with the definition of μ_eff yields Van Vleck's result

μ_eff² = 4μ_B² [(1 − e^(−x))/x + e^(−x)]/(1 + e^(−x)).

It has two parts, μ_eff² = μ_B²(P + W), with

P = 4e^(−x)/(1 + e^(−x)),

W = 4(1 − e^(−x))/[x(1 + e^(−x))].

P is the tempting answer, due to the axial moment of ²Π₃/₂. W is due to the transverse spin moment. It is proportional to the difference of the two populations, because the induced moments of the two components are opposite.

**The value at 300 K**

Here kT = 208.51 cm⁻¹, so

x = 120/208.51 = 0.5755, e^(−x) = 0.5624.

The populations are 0.640 for ²Π₁/₂ and 0.360 for ²Π₃/₂. The two parts are

P = 4 × 0.5624/1.5624 = 1.440,

W = 4 × 0.4376/(0.5755 × 1.5624) = 1.947.

Their sum, taken before rounding, gives μ_eff² = 3.386 μ_B², and therefore

μ_eff = 1.84 μ_B.

The transverse part is the larger of the two. The corresponding molar susceptibility in SI units is

χ_mol = N_A μ₀ μ_eff²/(3kT) = 1.77 × 10⁻⁸ m³/mol,

which is 1.41 × 10⁻³ cm³/mol in cgs units.

The second decimal of μ_eff depends slightly on the input. A splitting of 115 cm⁻¹ gives 1.847 μ_B, and 125 cm⁻¹ gives 1.833 μ_B. Replacing g = 2 by the free-electron value changes 1.840 to 1.842 μ_B. At 293.15 K the formula with Δ = 120 cm⁻¹ gives 1.836 μ_B, so the rounded answer is the same there. For real NO the figure of about 120 cm⁻¹ is the spacing of levels of equal J, while the spin-orbit constant that belongs in the formula is about 123 cm⁻¹. With that value the formula gives 1.836 μ_B at 300 K and 1.832 μ_B at 293.15 K.

**What the temperature dependence means**

The effective moment is a measure of χT. It is not the moment of any one molecular state, and 1.84 μ_B is not a limiting value. The formula gives 1.10 μ_B at 50 K, 1.49 μ_B at 100 K and 1.75 μ_B at 200 K.

For kT ≫ Δ, expand in x. To first order the numerator is

(1 − x/2) + (1 − x) = 2 − 3x/2,

and the denominator is 2 − x. Their ratio is

(1 − 3x/4)(1 + x/2) ≈ 1 − x/4.

Thus μ_eff² → 4μ_B²(1 − x/4), and the free-spin limit of 2μ_B is recovered. P and W each tend to 2. W stays finite although the induced moments grow as 1/Δ, because the population difference shrinks in proportion to Δ. The approach is slow: the formula gives 1.96 μ_B at 1000 K.

For kT ≪ Δ, e^(−x) vanishes and μ_eff² → 4μ_B²/x = 4μ_B²kT/Δ. The effective moment falls as √T, while the susceptibility tends to a constant,

χ → 4μ_B²/(3Δ).

The tempting formula would make χ vanish exponentially. In fact a gas with nearly all its molecules in the "nonmagnetic" ²Π₁/₂ component is still paramagnetic, since the field can tilt the spin away from the axis. For real NO this limit applies only to a very dilute vapour or to isolated molecules. NO boils near 121 K, where x is about 1.4 and 19 % of the molecules are still in ²Π₃/₂, and in the condensed phases it largely pairs into dimers, which the formula does not describe.

**Where the result fails**

The expansion in the field assumed μ_B B ≪ Δ and μ_B B ≪ kT. At 1 T, μ_B B is 0.467 cm⁻¹, so both conditions hold well at 300 K.

Classical rotation requires B_r to be small compared with kT. For NO, B_r is roughly 1.7 cm⁻¹, which corresponds to about 2.4 K. The derivation therefore establishes the constant low-temperature susceptibility only for B_r ≪ kT ≪ Δ. This is a limit of the classical argument: it does not cover temperatures of a few kelvin, and it does not show that the constant value is lost there.

The numerical check checks this assumption with a quantized rotor that has the same spin-orbit coupling. At 300 K the rotor gives 1.8399 μ_B and the formula 1.8402 μ_B. The largest difference among the temperatures computed, from 20 to 300 K, is 0.004 μ_B, at 50 K. The rotor value lies above the formula at 100 K and below, and slightly under it at 200 K and 300 K. The program also tests, at 300 K, that the rotor result extrapolated to B_r = 0 agrees with the formula.

The rotor shares the other approximations. Neither calculation includes diamagnetism, the rotational moment of the nuclei or the distant electronic terms, so their close agreement says nothing about the size of those contributions. Diamagnetism alone, estimated from the Hartree-Fock electron density, is 1 to 2 % of χ at 300 K before partial cancellation by the distant terms. That corresponds to 0.01 to 0.02 μ_B, so the last digit of 1.84 μ_B and of 1.77 × 10⁻⁸ m³/mol belongs to the model and not to the measured gas.

Calculated quantities

```
Splitting Delta = 120.0 cm^-1
Delta/k = 172.65 K
Boltzmann constant = 0.695035 cm^-1/K
Rotational constant (rough) = 1.7 cm^-1
Bohr magneton times 1 T = 0.4669 cm^-1
Temperature = 300.0 K, kT = 208.51 cm^-1
x = 0.5755, exp(-x) = 0.5624 (no unit)
Population of 2Pi1/2 = 0.6400 (no unit)
Population of 2Pi3/2 = 0.3600 (no unit)
Parallel part P = 1.4399 mu_B^2
Transverse part Q, one direction = 0.9733 mu_B^2
Transverse part 2Q, both directions = 1.9466 mu_B^2
mu_eff^2 = P + 2Q = 3.3864 mu_B^2
mu_eff at 300 K = 1.8402 mu_B
mu_eff from ln Z = 1.8402 mu_B
mu_eff without transverse part = 1.1999 mu_B
mu_eff at 293.15 K = 1.8362 mu_B
Molar susceptibility at 300 K (SI) = 1.7738e-08 m^3/mol
Molar susceptibility at 300 K (cgs) = 1.4116e-03 cm^3/mol
mu_eff at 300 K, Delta 115 cm^-1 = 1.8474 mu_B
mu_eff at 300 K, Delta 125 cm^-1 = 1.8330 mu_B
mu_eff at 300 K with free-electron g = 1.8419 mu_B
T (K) | mu_eff formula (mu_B) | mu_eff quantized rotor (mu_B)
20 | 0.6811 | 0.6835
50 | 1.1000 | 1.1036
100 | 1.4903 | 1.4915
200 | 1.7524 | 1.7523
300 | 1.8402 | 1.8399
mu_eff formula at 1000 K = 1.9552 mu_B
mu_eff formula at 5000 K = 1.9913 mu_B
Rotor mu_eff^2 at 300 K = 3.38536 mu_B^2
Rotor mu_eff^2, doubled rot. constant = 3.38429 mu_B^2
Rotor mu_eff^2, extrapolated to zero = 3.38643 mu_B^2
Classical mu_eff^2 at 300 K = 3.38643 mu_B^2
Largest rotor level error = 4.5e-13 cm^-1
```
